# Reduced matrix elements of coupled double tensors in an LSJ basis

In a basis of states with definite $L$, $S$ and $J$, the projections $M_L$ and $M_S$ are in general not sharp; they are sharp only when the coupling sum has a single term, as for $L=0$, $S=0$ or $J=L+S$ with $M=\pm J$. The Wigner–Eckart theorem for orbital or spin rotations therefore cannot be applied directly to an operator such as the spin-dipole interaction, which acts on both. Each matrix element becomes a sum over projections of products of coupling coefficients, with a sign on every term. A sign lost there can change how levels mix, and the sum hides which part of the result is geometry and which part is dynamics. The theorem below carries out the sum once and leaves one number per pair of terms.

## Conventions

Write $[x]=2x+1$. Orbital and spin angular momentum are coupled in the order $L$, then $S$:

$$|\gamma(LS)JM\rangle=\sum_{M_LM_S}\langle LM_L\,SM_S|JM\rangle\,|\gamma LM_L\,SM_S\rangle ,$$

where $\gamma$ stands for all other labels. The coupling coefficients are real, with

$$\langle j_1m_1\,j_2m_2|jm\rangle=(-1)^{j_1-j_2+m}\sqrt{[j]}\begin{pmatrix}j_1&j_2&j\\m_1&m_2&-m\end{pmatrix}.\tag{1}$$

Reduced elements are defined by

$$\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle.\tag{2}$$

Three properties of the 3j symbol are used.

- A cyclic permutation of columns leaves it unchanged. Exchanging two columns, or reversing all three projections, multiplies it by $(-1)^{j_1+j_2+j_3}$.
- The sum of its square over all projections is 1 for an allowed triad.
- If one entry is zero,
$$\begin{pmatrix}b&b'&0\\\beta&\beta'&0\end{pmatrix}=\delta_{bb'}\delta_{\beta',-\beta}\frac{(-1)^{b-\beta}}{\sqrt{[b]}}.\tag{3}$$

The 9j symbol is the sum, over all nine projections, of a product of six 3j symbols: one for each row and one for each column of the array. An entry has the same projection in its row and in its column. The 6j symbol is

$$\begin{aligned}\begin{Bmatrix}j_1&j_2&j_3\\j_4&j_5&j_6\end{Bmatrix}=\sum_{m_i}&(-1)^{\sum_i(j_i-m_i)}\begin{pmatrix}j_1&j_2&j_3\\-m_1&-m_2&-m_3\end{pmatrix}\begin{pmatrix}j_1&j_5&j_6\\m_1&-m_5&m_6\end{pmatrix}\\&\times\begin{pmatrix}j_4&j_2&j_6\\m_4&m_2&-m_6\end{pmatrix}\begin{pmatrix}j_4&j_5&j_3\\-m_4&m_5&m_3\end{pmatrix}.\end{aligned}\tag{4}$$

## The theorem

**Assumptions.** The operators $V_{q\pi}$ form a double tensor: a tensor of integer rank $k$ under orbital rotations (index $q$) and of integer rank $\kappa$ under spin rotations (index $\pi$). These two groups of rotations commute, so the Wigner–Eckart theorem may be applied to each in turn:

$$\begin{aligned}\langle\gamma LM_LSM_S|V_{q\pi}|\gamma'L'M_L'S'M_S'\rangle={}&(-1)^{L-M_L+S-M_S}\begin{pmatrix}L&k&L'\\-M_L&q&M_L'\end{pmatrix}\\&\times\begin{pmatrix}S&\kappa&S'\\-M_S&\pi&M_S'\end{pmatrix}R .\end{aligned}\tag{5}$$

The number $R=\langle\gamma LS|||V|||\gamma'L'S'\rangle$ is the doubly reduced element. The coupled operator is

$$X^K_Q=\sum_{q\pi}\langle kq\,\kappa\pi|KQ\rangle V_{q\pi}.$$

**Theorem.**

$$\langle\gamma LSJ\|X^K\|\gamma'L'S'J'\rangle=\sqrt{[J][K][J']}\begin{Bmatrix}L&L'&k\\S&S'&\kappa\\J&J'&K\end{Bmatrix}R .\tag{6}$$

**Lemma 1.** For an allowed triad $(J,K,J')$,

$$\langle J\|X^K\|J'\rangle=\sum_{MQM'}(-1)^{J-M}\begin{pmatrix}J&K&J'\\-M&Q&M'\end{pmatrix}\langle JM|X^K_Q|J'M'\rangle .$$

*Proof.* Insert (2) on the right. The sign appears twice and gives $(-1)^{2(J-M)}=1$, because $J-M$ is an integer. The squared 3j symbols sum to 1. ∎

**Proof of the theorem.** Expand the bra, the ket and the operator in Lemma 1 with (1), and insert (5). The square roots in (1) give $\sqrt{[J][K][J']}$. What remains is $R$ times a sum of products of six 3j symbols. Three come from the couplings,

$$\begin{pmatrix}L&S&J\\M_L&M_S&-M\end{pmatrix},\quad\begin{pmatrix}L'&S'&J'\\M_L'&M_S'&-M'\end{pmatrix},\quad\begin{pmatrix}k&\kappa&K\\q&\pi&-Q\end{pmatrix},$$

two from (5), and one from Lemma 1. The exponent of $-1$ is

$$(L-S+M)+(L'-S'+M')+(k-\kappa+Q)+(L-M_L+S-M_S)+(J-M).$$

A term can be nonzero only if $M_L+M_S=M$ and $M'+Q=M$. The projections then contribute $M+M'+Q-M-M=0$, which leaves

$$2L+L'-S'+k-\kappa+J.\tag{7}$$

The 3j symbols are now brought to the pattern of the 9j definition.

- Exchanging the last two columns of the symbols in (5) turns them into the rows $(L\,L'\,k)$ with projections $(-M_L,M_L',q)$ and $(S\,S'\,\kappa)$ with $(-M_S,M_S',\pi)$. The exponents gained are $L+L'+k$ and $S+S'+\kappa$.
- In the symbol from Lemma 1, exchanging the last two columns and reversing all projections gives the row $(J\,J'\,K)$ with $(M,-M',-Q)$. Each operation brings $(-1)^{J+J'+K}$, so together they bring $+1$.
- Reversing the projections in the $(L\,S\,J)$ symbol gives $(-M_L,-M_S,M)$ and the exponent $L+S+J$.

Every entry now has the same projection in its row and in its column, so the sum is the 9j symbol. Adding the three exponents to (7) gives

$$4L+2L'+2k+2S+2J=2(L+L'+k)+2(L+S+J).$$

Both brackets are sums over triads and are therefore integers. The total sign is $+1$, and (6) follows. ∎

The 9j symbol contains all the dependence on $J$, $J'$ and $K$ beyond the square root, and $R$ contains the radial integrals and the structure of the terms. The proof uses only the algebra of two commuting angular momenta, so (6) and its consequences hold equally when two orbital momenta $l_1,l_2$ are coupled to $L$.

## Operators acting on one part

**Lemma 2.** For integer $k$,

$$\begin{Bmatrix}a&a'&k\\b&b'&0\\c&c'&K\end{Bmatrix}=\delta_{bb'}\delta_{kK}\frac{(-1)^{a+b+c'+k}}{\sqrt{[b][k]}}\begin{Bmatrix}a&c&b\\c'&a'&k\end{Bmatrix}.\tag{8}$$

*Proof.* By (3), the second row gives $b'=b$, $\beta'=-\beta$ and $(-1)^{b-\beta}/\sqrt{[b]}$. The third column, $(k\,0\,K)$, becomes $(k\,K\,0)$ by an exchange with sign $(-1)^{k+K}$. Then (3) gives $K=k$, so that sign is $+1$, together with $Q=-q$ and $(-1)^{k-q}/\sqrt{[k]}$. Apart from the two square roots, the 9j symbol is

$$\sum(-1)^{b-\beta+k-q}\begin{pmatrix}a&a'&k\\\alpha&\alpha'&q\end{pmatrix}\begin{pmatrix}c&c'&k\\\chi&\chi'&-q\end{pmatrix}\begin{pmatrix}a&b&c\\\alpha&\beta&\chi\end{pmatrix}\begin{pmatrix}a'&b&c'\\\alpha'&-\beta&\chi'\end{pmatrix}.$$

Compare this with (4) for $(j_1,\dots,j_6)=(a,c,b,c',a',k)$ and $(m_1,\dots,m_6)=(\alpha,\chi,\beta,\chi',-\alpha',q)$.

- The first symbol already agrees.
- The second needs one exchange, with exponent $c+c'+k$.
- The third needs an exchange and a reversal, whose signs cancel.
- The fourth needs a cyclic permutation and a reversal, with exponent $a'+b+c'$.

The sign in (4) has exponent $a+c+b+c'+a'+k-(\alpha+\chi+\beta+\chi'-\alpha'+q)$. Here $\alpha+\beta+\chi=0$ and $\chi'=\beta-\alpha'$, so the bracket equals $\beta-2\alpha'+q$. Hence $b-\beta+k-q$ is the exponent in (4) minus $(a+a'+c+c'+2\alpha')$. Since $k$ is an integer, so are $a+a'$ and $c+c'$, and this subtracted quantity may be added instead. Also $(-1)^{2\alpha'}=(-1)^{2a'}$. The total extra exponent is

$$(a+a'+c+c'+2a')+(c+c'+k)+(a'+b+c')=(a+b+c'+k)+2(c+c')+4a'.$$

The last two terms are even, which proves (8). ∎

**Corollary 1 (orbital operator).** If $U^k$ has spin rank zero,

$$\langle LSJ\|U^k\|L'S'J'\rangle=\delta_{SS'}(-1)^{L+S+J'+k}\sqrt{[J][J']}\begin{Bmatrix}L&J&S\\J'&L'&k\end{Bmatrix}\langle L\|U^k\|L'\rangle .\tag{9}$$

*Proof.* Take $V_{q0}=U^k_q$. Since $\langle kq\,00|KQ\rangle=\delta_{kK}\delta_{qQ}$, the coupled operator is $U^k$ itself. The spin factor in (5) is, by an exchange of columns and (3),

$$(-1)^{S-M_S}\begin{pmatrix}S&0&S\\-M_S&0&M_S\end{pmatrix}=(-1)^{S-M_S}(-1)^{2S}\frac{(-1)^{S+M_S}}{\sqrt{[S]}}=\frac1{\sqrt{[S]}},$$

because $4S$ is even. Comparison with (2) for the orbital part gives $R=\delta_{SS'}\sqrt{[S]}\,\langle L\|U^k\|L'\rangle$. Insert this and (8) in (6). The factors $\sqrt{[S]}$ and $\sqrt{[k]}$ cancel. ∎

**Corollary 2 (spin operator).** If $T^\kappa$ has orbital rank zero,

$$\langle LSJ\|T^\kappa\|L'S'J'\rangle=\delta_{LL'}(-1)^{L+S'+J+\kappa}\sqrt{[J][J']}\begin{Bmatrix}S&J&L\\J'&S'&\kappa\end{Bmatrix}\langle S\|T^\kappa\|S'\rangle .\tag{10}$$

*Proof.* As before, $X^\kappa=T^\kappa$ and $R=\delta_{LL'}\sqrt{[L]}\,\langle S\|T^\kappa\|S'\rangle$. Exchanging two rows of a 9j symbol exchanges two columns in each of its three column 3j symbols, so it brings $(-1)^\Sigma$, with $\Sigma$ the sum of all nine entries. Exchange the first two rows and apply (8) with $a=S$, $b=L$, $c=J$. With $L'=L$ and $K=\kappa$ the exponent is

$$(2L+S+S'+J+J'+2\kappa)+(S+L+J'+\kappa)=(L+S'+J+\kappa)+2(L+S+J')+2\kappa .$$

The last two terms are even, since $L+S+J'$ is an integer. The factors $\sqrt{[L]}$ and $\sqrt{[\kappa]}$ cancel. ∎

## Remarks on use

**Reduced elements of many electrons.** In (9), $\langle L\|U^k\|L'\rangle$ stands for an element between $\gamma LS$ and $\gamma'L'S$. It may depend on $\gamma$, $\gamma'$ and the common spin. In (10) the common $L$ plays the same part. A spin operator that weights electrons differently can change $S$, whereas the total spin cannot.

**Factorization.** If $V_{q\pi}=A_qB_\pi$, with $A$ a function of total $\mathbf L$ and $B$ of total $\mathbf S$, then $R=\langle L\|A\|L\rangle\langle S\|B\|S\rangle$. A sum over electrons of one-electron products does not in general factorize in this way.

**Coupling order.** By (1) and an exchange of columns, $|(SL)JM\rangle=(-1)^{L+S-J}|(LS)JM\rangle$. Equations (9) and (10) belong to the order $(LS)$; in the other order each acquires the signs of both states.

**Mixed states.** If a level is a superposition of several terms, (6) applies to each pair of terms, and the results are added with the mixing amplitudes.

## Example: one electron in each of two p shells

Let the index $i=1,2$ label two different p shells with one electron each, and let the operators be diagonal in the shell. Antisymmetrized states then have the same matrix elements as products with one electron assigned to each shell. The one-electron operators carry round model weights $w_1=1.0$ and $w_2=0.4$, which stand for different radial integrals. All numbers are dimensionless, with angular momenta in units of $\hbar$. Take

$$V_{q\pi}=\sum_iw_i\,C^2_q(i)\,s_\pi(i),\qquad C^2_q=\sqrt{4\pi/5}\;Y_{2q}.$$

**Term quantities for ³D–³P.** For one p electron $\langle10|C^2_0|10\rangle=2/5$, and the 3j symbol in (2) is $\sqrt{2/15}$ with sign $(-1)^1$, so $\langle p\|C^2\|p\rangle=-1.0954$. Apply (9) and (10) to $l_1=l_2=1$ coupled to $L=2$ and $L'=1$. Both contain the same 6j symbol, $-0.22361$, but their signs are $(-1)^{1+1+1+2}=-1$ for shell 1 and $(-1)^{1+1+2+2}=+1$ for shell 2. Therefore

$$\Big\langle D\Big\|\sum_iw_iC^2(i)\Big\|P\Big\rangle=-(1.0-0.4)\sqrt{15}\,(-0.22361)(-1.0954)=-0.5692 .$$

The triplet spin states are symmetric under exchange, so each $\mathbf s(i)$ has half the reduced element of the total spin, $\langle1\|S\|1\rangle=\sqrt6=2.4495$. Hence

$$R=\tfrac12(2.4495)(-0.5692)=-0.6971 .$$

The product of the summed orbital element and the total-spin element would be $-1.3943$, twice too large in magnitude.

**9j formula.** For ³D₂–³P₁ and $K=1$ the 9j symbol is $0.033333$, and (6) gives

$$\sqrt{5\cdot3\cdot3}\;(0.033333)(-0.6971)=-0.1559 .$$

The allowed pairs are:

| $J$ | $J'$ | 9j symbol | reduced element |
|---|---|---|---|
| 1 | 0 | 0.07454 | −0.1559 |
| 1 | 1 | 0 | 0 |
| 1 | 2 | −0.01491 | 0.0697 |
| 2 | 1 | 0.03333 | −0.1559 |
| 2 | 2 | 0.02981 | −0.1800 |
| 3 | 2 | −0.01491 | 0.1065 |

The zero follows from symmetry. For $J=J'=1$ the second and third rows of the 9j symbol are both $(1\,1\,1)$, and the nine entries add to 11. Exchanging the equal rows must leave the symbol unchanged and also reverse its sign.

**Orbital formula.** For $\sum_iw_iC^2(i)$ between ³D₂ and ³P₁, the phase is $(-1)^{2+1+1+2}=+1$ and the 6j symbol is $0.07454$. Equation (9) gives $\sqrt{15}\,(0.07454)(-0.5692)=-0.1643$.

**Spin formula.** Acting on the singlet, $s_z(1)$ gives $\tfrac12|S{=}1,M_S{=}0\rangle$ and $s_z(2)$ gives the opposite. The element of $\sum_iw_is_z(i)$ is thus $(1.0-0.4)/2=0.3$. The geometrical factor in (2) is $1/\sqrt3$, so the reduced element is $0.3\sqrt3=0.5196$. Between ³P₂ and ¹P₁ the phase is $(-1)^{1+0+2+1}=+1$ and the 6j symbol is $1/3$. Equation (10) gives $\sqrt{15}\,(1/3)(0.5196)=0.6708$. This spin operator changes $S$ because the weights differ; for $w_1=w_2$ the element vanishes.

**A scalar product.** For $V_{q\pi}=L_qS_\pi$, (1) gives $\mathbf L\cdot\mathbf S=-\sqrt3\,X^0_0$. In ³D, $R=\sqrt{30}\sqrt6=13.416$. By (2) with $K=0$, the diagonal element of $X^0_0$ is its reduced element divided by $\sqrt{[J]}$. For $J=1$ the 9j symbol is $0.07454$, so the reduced element is $3(0.07454)(13.416)=3.000$ and $\mathbf L\cdot\mathbf S=-\sqrt3\,(3.000)/\sqrt3=-3.000$. This is the value of $[J(J+1)-L(L+1)-S(S+1)]/2$, which follows from squaring $\mathbf J=\mathbf L+\mathbf S$.

All numerical values are calculated from the stated model.
